# Does a p1/2 Dirac orbital vanish at the nucleus?: test program

```python
# Result under test: a Dirac p1/2 orbital does NOT vanish at the nucleus.
# Its small component is s-like, and for weak fields the central densities obey
#   rho(2p1/2) / rho(2s1/2) = (3/16) (Z alpha)^2.
# Hartree atomic units. P, Q: large and small radial functions (times r),
# kappa = -1, +1, -2 for s1/2, p1/2, p3/2; Z: nuclear charge;
# R: radius of a uniformly charged spherical nucleus; c = 1/alpha;
# energies exclude the electron rest energy.
import math
import sympy as sp
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

c = 1.0 / fine_structure


# ---------- symbolic test from the Cartesian definition of sigma.p ----------
def symbolic_contact():
    x, y, z = sp.symbols("x y z", real=True)
    t, s, Zs, cs = sp.symbols("t s Z c", positive=True)
    r = sp.sqrt(x**2 + y**2 + z**2)
    g = sp.exp(-Zs * r / 2)

    def small_density(up, down, direction):
        low_up = (sp.diff(up, z) + sp.diff(down, x)
                  - sp.I * sp.diff(down, y))
        low_down = (sp.diff(up, x) + sp.I * sp.diff(up, y)
                    - sp.diff(down, z))
        place = {x: direction[0] * t, y: direction[1] * t,
                 z: direction[2] * t}
        total = 0
        for part in (low_up, low_down):
            value = sp.limit(sp.expand(part.subs(place)), t, 0, "+")
            total += sp.expand(value * sp.conjugate(value))
        return sp.simplify(total / (4 * cs**2))

    norm_p = 4 * sp.pi * sp.integrate(s**4 * sp.exp(-Zs * s), (s, 0, sp.oo))
    norm_s = 4 * sp.pi * sp.integrate(
        sp.expand(s**2 * (1 - Zs * s / 2)**2) * sp.exp(-Zs * s),
        (s, 0, sp.oo))
    ratios = []
    for direction in ((1, 2, -1), (2, -1, 3)):
        half = small_density(z * g, (x + sp.I * y) * g, direction)
        ratios.append(sp.simplify(half / norm_p * norm_s))
        three_half = small_density((x + sp.I * y) * g, sp.Integer(0),
                                   direction)
        assert three_half == 0
    assert sp.simplify(ratios[0] - ratios[1]) == 0
    return sp.simplify(ratios[0] * cs**2 / Zs**2)


coefficient = symbolic_contact()
assert coefficient == sp.Rational(3, 16)
coefficient = float(coefficient)


# ---------- numerical Dirac eigenvalue problem, finite nucleus ----------
def make_rhs(kappa, energy, Z, R):
    # independent variable is log(r); third function accumulates the norm
    def rhs(log_r, y):
        r = math.exp(log_r)
        if r < R:
            V = -Z / (2 * R) * (3 - (r / R)**2)
        else:
            V = -Z / r
        w = (energy - V) / c
        P, Q = float(y[0]), float(y[1])
        return [-kappa * P + r * (w + 2 * c) * Q,
                kappa * Q - r * w * P,
                r * (P * P + Q * Q)]
    return rhs


def integrate(rhs, r_start, r_end, y):
    sol = solve_ivp(rhs, (math.log(r_start), math.log(r_end)), y,
                    method="DOP853", rtol=1e-10, atol=1e-40)
    assert sol.success
    return sol.y[:, -1]


def outward(kappa, energy, Z, R, r_end):
    # regular start: the leading component behaves as (r/R)^|kappa|
    r0, k = 1e-3 * R, abs(kappa)
    w = (energy + 1.5 * Z / R) / c
    lead = (r0 / R)**k
    if kappa < 0:
        P, Q = lead, -w * r0 * lead / (2 * k + 1)
    else:
        P, Q = (w + 2 * c) * r0 * lead / (2 * k + 1), lead
    rhs = make_rhs(kappa, energy, Z, R)
    surface = integrate(rhs, r0, R, [P, Q, lead**2 * r0 / (2 * k + 1)])
    return surface, integrate(rhs, R, r_end, surface)


def inward(kappa, energy, Z, R, r_end):
    decay = math.sqrt(-energy * (2 + energy / c**2))
    Q = -decay / (2 * c + energy / c)
    start = [1.0, Q, -(1 + Q * Q) / (2 * decay)]
    return integrate(make_rhs(kappa, energy, Z, R), 60 / Z, r_end, start)


def point_energy(kappa, Z):
    # Dirac energy of the n = 2 level for a point nucleus
    a = Z / c
    g = math.sqrt(kappa**2 - a**2)
    return c**2 * (1 / math.sqrt(1 + (a / (2 - abs(kappa) + g))**2) - 1)


def solve_level(kappa, Z, R):
    r_match = 4 / Z

    def mismatch(energy):
        out = outward(kappa, energy, Z, R, r_match)[1]
        inn = inward(kappa, energy, Z, R, r_match)
        return out[0] * inn[1] - out[1] * inn[0]

    guess = point_energy(kappa, Z)
    energy = brentq(mismatch, 1.1 * guess, 0.8 * guess,
                    xtol=1e-11 * abs(guess), rtol=1e-12)
    surface, out = outward(kappa, energy, Z, R, r_match)
    inn = inward(kappa, energy, Z, R, r_match)
    norm = out[2] + (out[0] / inn[0])**2 * abs(inn[2])
    P, Q = surface[0], surface[1]
    return {"energy": energy,
            "centre": (1 / (4 * math.pi * R**2 * norm)
                       if abs(kappa) == 1 else 0.0),
            "surface": (P * P + Q * Q) / (4 * math.pi * R**2 * norm),
            "small_share": Q * Q / (P * P + Q * Q)}


R = 1e-4
charges = (1, 20, 50, 80)
levels = {}
for Z in charges:
    levels[Z] = (solve_level(-1, Z, R), solve_level(+1, Z, R))
ratio = {Z: levels[Z][1]["centre"] / levels[Z][0]["centre"] for Z in charges}

# weak field: small remaining effects of nuclear size and relativity
assert abs(ratio[1] / (coefficient / c**2) - 1) < 1e-3
assert abs(levels[1][0]["centre"] * 8 * math.pi - 1) < 2e-3

# heavy ion: the small component dominates; p3/2 is negligible at the nucleus
Z = 80
s_half, p_half = levels[Z]
p_three = solve_level(-2, Z, R)
assert p_half["small_share"] > 0.5
assert p_three["surface"] < 1e-3 * p_half["surface"]
assert ratio[Z] > coefficient * (Z / c)**2

# shrinking nucleus: energies, growth exponent and constant density ratio
a = Z / c
gamma = math.sqrt(1 - a**2)
tiny = {}
for kappa in (-1, 1):
    for radius in (1e-7, 1e-8):
        tiny[kappa, radius] = solve_level(kappa, Z, radius)
growth = {}
for kappa in (-1, 1):
    found = tiny[kappa, 1e-8]
    assert abs(found["energy"] / point_energy(kappa, Z) - 1) < 1e-6
    growth[kappa] = math.log10(found["centre"]
                               / tiny[kappa, 1e-7]["centre"])
    assert abs(growth[kappa] - (2 - 2 * gamma)) < 1e-3
tiny_ratio = {radius: tiny[1, radius]["centre"] / tiny[-1, radius]["centre"]
              for radius in (1e-7, 1e-8)}
assert abs(tiny_ratio[1e-7] / tiny_ratio[1e-8] - 1) < 1e-3

# just outside a tiny nucleus P/Q must approach the point-nucleus value;
# the tolerance covers the remaining nuclear-size and rest-mass terms
near = outward(1, tiny[1, 1e-8]["energy"], Z, 1e-8, 1e-6)[1]
component_ratio = near[0] / near[1]
assert abs(component_ratio / (a / (1 + gamma)) - 1) < 5e-3

# ---------- printed numbers ----------
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear radius R = {R:.1e} bohr")
print(f"symbolic coefficient of (Z alpha)^2 = {coefficient:.4f}")
print("symbolic p3/2 small component at the centre: zero")
for q in charges:
    aq = q / c
    print(f"Z = {q}: Z alpha = {aq:.6f}, (Z alpha)^2 = {aq**2:.4e}")
    print(f"  2s1/2 central density = {levels[q][0]['centre']:.4e} bohr^-3")
    print(f"  2p1/2 central density = {levels[q][1]['centre']:.4e} bohr^-3")
    print(f"  density ratio p/s = {ratio[q]:.4e}")
    print(f"  weak-field estimate = {coefficient * aq**2:.4e}")
    print(f"  ratio / (Z alpha)^2 = {ratio[q] / aq**2:.5f}")
print("Details for Z = 80, R as above:")
print(f"  2s1/2 energy = {s_half['energy']:.3f} hartree")
print(f"  2p1/2 energy = {p_half['energy']:.3f} hartree")
print(f"  2p3/2 energy = {p_three['energy']:.3f} hartree")
print(f"  |V(0)|/(2c^2) = {1.5 * Z / R / (2 * c**2):.2f}")
print(f"  2p1/2 small-component share at r=R: {p_half['small_share']:.4f}")
print(f"  2s1/2 density at r=R: {s_half['surface']:.4e} bohr^-3")
print(f"  2p1/2 density at r=R: {p_half['surface']:.4e} bohr^-3")
print(f"  2p3/2 mean density at r=R: {p_three['surface']:.4e} bohr^-3")
x = Z * R
nonrel = (x**2 / 24) / ((1 - x / 2)**2 / 2)
print(f"  nonrelativistic 2p/2s mean density ratio at r=R: {nonrel:.3e}")
print("Shrinking nucleus, Z = 80:")
print(f"  gamma = {gamma:.5f}, 2 - 2 gamma = {2 - 2 * gamma:.5f}")
print(f"  growth exponent found, 2s1/2: {growth[-1]:.5f}")
print(f"  growth exponent found, 2p1/2: {growth[1]:.5f}")
print(f"  central p/s ratio at R = 1e-7 bohr: {tiny_ratio[1e-7]:.5f}")
print(f"  central p/s ratio at R = 1e-8 bohr: {tiny_ratio[1e-8]:.5f}")
print(f"  2p1/2 P/Q at r = 1e-6 bohr, R = 1e-8 bohr: {component_ratio:.5f}")
print(f"  point-nucleus limit of P/Q: {a / (1 + gamma):.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
speed of light c = 137.035999 a.u.
nuclear radius R = 1.0e-04 bohr
symbolic coefficient of (Z alpha)^2 = 0.1875
symbolic p3/2 small component at the centre: zero
Z = 1: Z alpha = 0.007297, (Z alpha)^2 = 5.3251e-05
  2s1/2 central density = 3.9805e-02 bohr^-3
  2p1/2 central density = 3.9749e-07 bohr^-3
  density ratio p/s = 9.9859e-06
  weak-field estimate = 9.9846e-06
  ratio / (Z alpha)^2 = 0.18752
Z = 20: Z alpha = 0.145947, (Z alpha)^2 = 2.1301e-02
  2s1/2 central density = 3.7285e+02 bohr^-3
  2p1/2 central density = 1.5097e+00 bohr^-3
  density ratio p/s = 4.0490e-03
  weak-field estimate = 3.9939e-03
  ratio / (Z alpha)^2 = 0.19009
Z = 50: Z alpha = 0.364868, (Z alpha)^2 = 1.3313e-01
  2s1/2 central density = 1.2154e+04 bohr^-3
  2p1/2 central density = 3.2944e+02 bohr^-3
  density ratio p/s = 2.7105e-02
  weak-field estimate = 2.4962e-02
  ratio / (Z alpha)^2 = 0.20360
Z = 80: Z alpha = 0.583788, (Z alpha)^2 = 3.4081e-01
  2s1/2 central density = 1.8542e+05 bohr^-3
  2p1/2 central density = 1.4919e+04 bohr^-3
  density ratio p/s = 8.0459e-02
  weak-field estimate = 6.3902e-02
  ratio / (Z alpha)^2 = 0.23608
Details for Z = 80, R as above:
  2s1/2 energy = -904.631 hartree
  2p1/2 energy = -904.830 hartree
  2p3/2 energy = -817.807 hartree
  |V(0)|/(2c^2) = 31.95
  2p1/2 small-component share at r=R: 0.9403
  2s1/2 density at r=R: 1.6010e+05 bohr^-3
  2p1/2 density at r=R: 1.2946e+04 bohr^-3
  2p3/2 mean density at r=R: 3.2112e-01 bohr^-3
  nonrelativistic 2p/2s mean density ratio at r=R: 5.376e-06
Shrinking nucleus, Z = 80:
  gamma = 0.81191, 2 - 2 gamma = 0.37619
  growth exponent found, 2s1/2: 0.37620
  growth exponent found, 2p1/2: 0.37619
  central p/s ratio at R = 1e-7 bohr: 0.07933
  central p/s ratio at R = 1e-8 bohr: 0.07933
  2p1/2 P/Q at r = 1e-6 bohr, R = 1e-8 bohr: 0.32225
  point-nucleus limit of P/Q: 0.32220
ALL CHECKS PASSED
```
